**Distortional strain outside a dilational inclusion**

An inclusion with free strain $\varepsilon_0\delta_{ij}$ in an infinite, isotropic, elastically matched medium has dilatation $\Lambda=\varepsilon_0(1+\nu)/(1-\nu)$ inside and zero outside, where $\nu$ is Poisson's ratio. Outside a sphere of radius $R$, the radial strain is $-2\Lambda R^3/3r^3$ and each tangential strain is $\Lambda R^3/3r^3$. The program asserts these results against a radial energy minimization, and asserts zero trace, nonzero flux and far-field decay for a cuboid by integrating point forces over its faces. It also asserts zero strain in a shell's hollow, the free-surface solution, the hole-edge splitting, and the cubic-medium formula against a direct Fourier integral. For a dot of radius 4 nm with 7% misfit, the output gives strains of 0.24% and −0.48% at 10 nm, with 54% of the elastic energy in the matrix. A free surface at that distance raises the in-plane strain to 0.74% and makes the dilatation 1.02%. Cubic anisotropy alone gives a dilatation of 0.22% at the same point along [001], so the zero belongs to the isotropic model. The piezoelectric and confinement entries are scale estimates.

## Numerical verification

```python
"""
Result under test: a dilational inclusion in an infinite isotropic medium with
matched moduli has zero dilatation outside, but a nonzero distortional strain.
For a sphere of radius R: e_rr = -2*Lam*R^3/(3 r^3), e_tt = Lam*R^3/(3 r^3).
Lam = eps0*(1+nu)/(1-nu); eps0 is the stress-free linear misfit strain,
nu Poisson ratio, mu shear modulus, K bulk modulus. Tensile strain is positive.
Lengths are in nm, moduli in GPa, energies in eV unless a label says otherwise.
Material inputs are rough rounded values in the regime of InAs dots in GaAs.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import solveh_banded

# ---------------- inputs ----------------
R, d, eps0 = 4.0, 10.0, 0.07
C11, C12, C44 = 120.0, 54.0, 60.0
K_dot_soft = 58.0
b_def, a_cond, Delta_so = -2.0, -7.0, 0.34
depth_far = 100.0
base = 10.0
d_alpha, d_temp, T_use = 1e-6, 450.0, 300.0
e14, eps_r, m_light = 0.16, 13.0, 0.09

K = (C11 + 2*C12)/3
mu = (C11 - C12 + 3*C44)/5
nu = (3*K - 2*mu)/(2*(3*K + mu))
Lam = eps0*(1 + nu)/(1 - nu)
V = 4*np.pi*R**3/3
source = Lam*V/(4*np.pi)
e_t = source/d**3
e_r = -2*e_t
to_eV = 1e-18/const.e          # GPa nm^3 to eV


# ---------------- sphere: minimize elastic energy on radial elements -------
def radial_elements(K_in):
    r = np.r_[np.linspace(0, R, 801), np.geomspace(R, 50*R, 3001)[1:]]
    h, rm = np.diff(r), (r[1:] + r[:-1])/2
    # Midpoint weight, consistent with strains evaluated at the midpoint:
    # uniform stress then balances at every node of an evenly spaced mesh.
    vol = 4*np.pi*rm**2*h
    inside = rm < R
    bulk = np.where(inside, K_in, K)
    lam = bulk - 2*mu/3
    misfit = np.where(inside, eps0, 0.0)
    B_r = np.array([-1/h, 1/h])
    B_t = np.array([1/(2*rm), 1/(2*rm)])
    B_v = B_r + 2*B_t
    size = len(r)
    diag, off, load = np.zeros(size), np.zeros(size), np.zeros(size)
    for i in range(2):
        stiff = vol*(lam*B_v[i]**2 + 2*mu*(B_r[i]**2 + 2*B_t[i]**2))
        diag[i:size-1+i] += stiff
        load[i:size-1+i] += vol*3*bulk*misfit*B_v[i]
    off[1:] = vol*(lam*B_v[0]*B_v[1]
                   + 2*mu*(B_r[0]*B_r[1] + 2*B_t[0]*B_t[1]))
    band = np.array([off[1:], diag[1:]])
    band[0, 0] = 0.0
    u = np.r_[0.0, solveh_banded(band, load[1:])]
    err = B_r[0]*u[:-1] + B_r[1]*u[1:]
    ett = B_t[0]*u[:-1] + B_t[1]*u[1:]
    er_el, et_el = err - misfit, ett - misfit
    energy = vol*(lam*(er_el + 2*et_el)**2/2 + mu*(er_el**2 + 2*et_el**2))
    return rm, err, ett, energy, inside


rm, err, ett, energy, inside = radial_elements(K)
assert np.max(np.abs((err + 2*ett)[~inside])) < 1e-4*Lam
assert np.allclose((err + 2*ett)[inside], Lam, rtol=1e-3)
assert abs(np.interp(d, rm, err)/e_r - 1) < 2e-3
assert abs(np.interp(d, rm, ett)/e_t - 1) < 2e-3
W_total = 2*mu*Lam*eps0*V
matrix_fraction = (1 + nu)/(3*(1 - nu))
assert abs(energy.sum()/W_total - 1) < 2e-3
assert abs(energy[~inside].sum()/energy.sum() - matrix_fraction) < 2e-3

e_in_soft = 3*K_dot_soft*eps0/(3*K_dot_soft + 4*mu)
e_t_soft = e_in_soft*(R/d)**3
rm2, err2, ett2, _, in2 = radial_elements(K_dot_soft)
assert abs(np.interp(d, rm2, ett2)/e_t_soft - 1) < 2e-3
assert np.max(np.abs((err2 + 2*ett2)[~in2])) < 1e-4*Lam


# ---------------- arbitrary shapes: Kelvin point forces on the boundary ----
def kelvin_u(x, points, normal_area):
    sep = np.atleast_2d(x)[:, None, :] - points[None, :, :]
    dist = np.linalg.norm(sep, axis=2)
    dot = np.einsum('mpi,pi->mp', sep, normal_area)
    first = (3 - 4*nu)*np.einsum('mp,pi->mi', 1/dist, normal_area)
    second = np.einsum('mp,mpi->mi', dot/dist**3, sep)
    return 3*K*eps0*(first + second)/(16*np.pi*mu*(1 - nu))


def kelvin_strain(x, points, normal_area, step=0.005):
    x = np.array(x, float)
    grad = np.zeros((3, 3))
    for j in range(3):
        shift = np.zeros(3)
        shift[j] = step
        pair = kelvin_u(np.array([x + shift, x - shift]), points, normal_area)
        grad[:, j] = (pair[0] - pair[1])/(2*step)
    return (grad + grad.T)/2


def sphere_surface(radius, n=24):
    t, w = np.polynomial.legendre.leggauss(n)
    phi = 2*np.pi*np.arange(2*n)/(2*n)
    tt, pp = np.meshgrid(t, phi, indexing='ij')
    s = np.sqrt(1 - tt**2)
    normal = np.stack([s*np.cos(pp), s*np.sin(pp), tt], axis=-1).reshape(-1, 3)
    area = np.repeat(w, 2*n)*np.pi/n*radius**2
    return radius*normal, normal*area[:, None]


height = V/base**2
half = np.array([base, base, height])/2
gx, gw = np.polynomial.legendre.leggauss(24)
faces, face_normals = [], []
for axis in range(3):
    p, q = [k for k in range(3) if k != axis]
    A, B = np.meshgrid(gx, gx, indexing='ij')
    area = np.outer(gw, gw).ravel()*half[p]*half[q]
    for sign in (-1, 1):
        pts, nrm = np.zeros((area.size, 3)), np.zeros((area.size, 3))
        pts[:, p], pts[:, q] = A.ravel()*half[p], B.ravel()*half[q]
        pts[:, axis] = sign*half[axis]
        nrm[:, axis] = sign*area
        faces.append(pts)
        face_normals.append(nrm)
faces, face_normals = np.vstack(faces), np.vstack(face_normals)

grid = np.stack(np.meshgrid(gx, gx, gx, indexing='ij'), -1).reshape(-1, 3)*half
grid_w = np.einsum('i,j,k->ijk', gw, gw, gw).ravel()*np.prod(half)


def potential_strain(x):
    sep = np.array(x) - grid
    dist = np.linalg.norm(sep, axis=1)
    iso = np.eye(3)*np.sum(grid_w/dist**3)
    directed = np.einsum('p,pi,pj->ij', grid_w/dist**5, sep, sep)
    return Lam*(iso - 3*directed)/(4*np.pi)


for point in ([0, 0, 10], [7.5, 3, 4], [1, 2, 5]):
    elastic = kelvin_strain(point, faces, face_normals)
    scale = np.max(np.abs(elastic))
    assert abs(np.trace(elastic)) < 2e-4*scale
    assert np.max(np.abs(elastic - potential_strain(point))) < 2e-4*scale
flat = kelvin_strain([0, 0, d], faces, face_normals)

ball, ball_n = sphere_surface(15.0)
flux_around = np.sum(kelvin_u(ball, faces, face_normals)*ball_n)
assert abs(flux_around/(Lam*V) - 1) < 1e-5
ball, ball_n = sphere_surface(5.0)
flux_away = np.sum(kelvin_u(ball + [0, 0, 20.0], faces, face_normals)*ball_n)
assert abs(flux_away) < 1e-6*Lam*V

near = kelvin_strain([0, 0, 50], faces, face_normals)[2, 2]
far = kelvin_strain([0, 0, 100], faces, face_normals)[2, 2]
decay_power = np.log2(near/far)
assert abs(far/(-2*source/100**3) - 1) < 0.01
assert abs(decay_power - 3) < 0.04   # finite size still matters at 50 nm

outer, outer_n = sphere_surface(6.0)
inner, inner_n = sphere_surface(4.0)
hollow = kelvin_strain([1, 0.5, 0.8], np.vstack([outer, inner]),
                       np.vstack([outer_n, -inner_n]))
assert np.max(np.abs(hollow)) < 1e-6*Lam

# ---------------- traction-free plane z=0; dot centre at depth c ----------
x, y, z, c, n = sp.symbols('x y z c nu', real=True)
coords = (x, y, z)
direct = 1/sp.sqrt(x**2 + y**2 + (z - c)**2)
image = 1/sp.sqrt(x**2 + y**2 + (z + c)**2)
disp = [-sp.diff(direct, s) - (3 - 4*n)*sp.diff(image, s)
        - 2*z*sp.diff(image, z, s) for s in coords]
disp[2] += 2*(3 - 4*n)*sp.diff(image, z)
div = sum(sp.diff(disp[i], coords[i]) for i in range(3))


def value(expr, px, py, pz, pc):
    return float(expr.subs({x: px, y: py, z: pz, c: pc, n: nu}))


for i in range(3):
    balance = ((1 - 2*n)*sum(sp.diff(disp[i], s, 2) for s in coords)
               + sp.diff(div, coords[i]))
    assert abs(value(balance, 0.7, -0.4, 0.6, 1.3)) < 1e-10
for i in range(2):
    shear = sp.diff(disp[i], z) + sp.diff(disp[2], coords[i])
    assert abs(value(shear, 0.7, -0.4, 0.0, 1.3)) < 1e-10
normal_traction = (1 - 2*n)*sp.diff(disp[2], z) + n*div
assert abs(value(normal_traction, 0.7, -0.4, 0.0, 1.3)) < 1e-10
surf_x = source*value(sp.diff(disp[0], x), 0.0, 0.0, 0.0, d)
surf_tr = source*value(div, 0.0, 0.0, 0.0, d)
deep_tr = source*value(div, 0.0, 0.0, depth_far - d, depth_far)
assert abs(surf_x/(4*(1 - nu)*e_t) - 1) < 1e-10
assert abs(surf_tr/(2*surf_x*(1 - 2*nu)/(1 - nu)) - 1) < 1e-10


# ---------------- cubic anisotropy, infinite medium, point on [001] -------
def angular_kernel(t, c11, c12, c44):
    phi = 2*np.pi*(np.arange(32) + 0.5)/32
    tt, pp = np.meshgrid(t, phi, indexing='ij')
    s = np.sqrt(1 - tt**2)
    k = np.stack([s*np.cos(pp), s*np.sin(pp), tt], axis=-1)
    I = np.eye(3)
    C = (c12*np.einsum('ij,kl->ijkl', I, I)
         + c44*(np.einsum('ik,jl->ijkl', I, I)
                + np.einsum('il,jk->ijkl', I, I)))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2*c44
    M = np.einsum('ikjl,abk,abl->abij', C, k, k)
    response = np.linalg.solve(M, k[..., None])[..., 0]
    g = (c11 + 2*c12)*eps0*np.mean(k*response, axis=1)
    return np.stack([(g[:, 0] + g[:, 1])/2, g[:, 2]], axis=1)


def axis_strain(c11, c12, c44):
    a = R/d
    t = a*(gx + 1)/2
    integral = (gw*a/2) @ angular_kernel(t, c11, c12, c44)
    return integral - a*angular_kernel(np.array([a]), c11, c12, c44)[0]


iso_axis = axis_strain(K + 4*mu/3, K - 2*mu/3, mu)
assert np.allclose(iso_axis, [e_t, e_r], rtol=1e-8)
cubic = axis_strain(C11, C12, C44)
cubic_tr = 2*cubic[0] + cubic[1]

# Direct Fourier integral. A Gaussian blur of the dot edge makes it converge;
# its error in an anisotropic medium is proportional to the blur squared.
tq, tw = np.polynomial.legendre.leggauss(600)
tq, tw = (tq + 1)/2, tw/2
k_nodes, k_weights = np.polynomial.legendre.leggauss(900)
kernel_q = angular_kernel(tq, C11, C12, C44)


def fourier_strain(blur):
    kmax = 8/blur
    kq, kw = kmax*(k_nodes + 1)/2, k_weights*kmax/2
    shape_k2 = 4*np.pi*(np.sin(kq*R) - kq*R*np.cos(kq*R))/kq
    damped = kw*shape_k2*np.exp(-(kq*blur)**2/2)
    radial = np.cos(np.outer(tq, kq)*d) @ damped
    return (tw*radial) @ kernel_q/(2*np.pi**2)


wide, narrow = fourier_strain(0.2), fourier_strain(0.1)
blur_ratio = np.linalg.norm(wide - cubic)/np.linalg.norm(narrow - cubic)
assert 3.5 < blur_ratio < 4.5
sharp = (4*narrow - wide)/3
assert np.max(np.abs(sharp - cubic)) < 0.002*np.max(np.abs(cubic))


# ---------------- valence edges from p orbitals and spin ------------------
def valence_edges(strain, spin_orbit):
    L = np.zeros((3, 3, 3), complex)
    for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
        L[i, j, k], L[i, k, j] = -1j, 1j
    S = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], complex)/2
    H = np.zeros((6, 6), complex)
    for i in range(3):
        H += 2*spin_orbit/3*np.kron(L[i], S[i])
        H += -3*b_def*strain[i]*np.kron(L[i] @ L[i] - 2*np.eye(3)/3, np.eye(2))
    energies, states = np.linalg.eigh(H)
    Jz = np.kron(L[2], np.eye(2)) + np.kron(np.eye(3), S[2])
    top_jz2 = np.real(np.vdot(states[:, 5], Jz @ Jz @ states[:, 5]))
    return energies[5] - energies[3], top_jz2


split = 2*abs(b_def)*abs(e_r - e_t)
split_strong, top_jz2 = valence_edges([e_t, e_t, e_r], 1000.0)
assert abs(split_strong/split - 1) < 1e-4
assert abs(top_jz2 - 0.25) < 1e-6     # light-hole edge is highest
split_full, _ = valence_edges([e_t, e_t, e_r], Delta_so)

# ---------------- sizes of other neglected effects ------------------------
s_edge = Lam/3
volume_second = (1 - 2*s_edge)*(1 + s_edge)**2 - 1
max_shear = 3*mu*s_edge
ideal_ratio = max_shear/(mu/(2*np.pi))
thermal_ratio = d_alpha*d_temp/eps0
polarization = np.sqrt(3)*2*e14*e_t   # at distance d along [111]
piezo_field = polarization/(const.epsilon_0*eps_r)
piezo_drop = piezo_field*R*1e-9
length = d/3*1e-9                     # local decay length of a 1/r^3 field
kinetic = const.hbar**2/(2*m_light*const.m_e*length**2)/const.e
thermal_energy = const.k*T_use/const.e


def show(label, number, unit='', digits=4):
    print(f"{label}: {number:.{digits}g} {unit}".rstrip())


print("INPUTS (rough, rounded)")
show("dot radius R", R, "nm")
show("distance d from dot centre", d, "nm")
show("misfit eps0", 100*eps0, "%")
print(f"matrix C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"deformation potentials b, a_c: {b_def:.1f}, {a_cond:.1f} eV")
print("ISOTROPIC RESULT")
print(f"Voigt K, mu: {K:.1f}, {mu:.1f} GPa")
show("Poisson ratio nu", nu)
show("dot volume V", V, "nm^3")
show("dilatation inside Lam", 100*Lam, "%")
show("tangential strain just outside dot", 100*s_edge, "%")
show("radial strain just outside dot", -200*s_edge, "%")
show("e_xx = e_yy at d", 100*e_t, "%")
show("e_zz at d", 100*e_r, "%")
show("total elastic energy", W_total*to_eV, "eV")
show("energy fraction in matrix", 100*matrix_fraction, "%")
show("cuboid flux / (Lam V)", flux_around/(Lam*V), digits=6)
show("cuboid decay power, 50 to 100 nm", decay_power)
show("hole-edge splitting at d", 1e3*split, "meV")
print("FREE SURFACE AT d ABOVE DOT CENTRE")
show("surface factor 4(1-nu)", 4*(1 - nu))
show("surface e_xx", 100*surf_x, "%")
show("surface dilatation", 100*surf_tr, "%")
show("local in-plane misfit left", 100*(eps0 - surf_x), "%")
print("NEGLECTED EFFECTS")
print(f"cubic e_xx, e_zz at d: {100*cubic[0]:.4f}, {100*cubic[1]:.4f} %")
show("cubic dilatation at d", 100*cubic_tr, "%")
show("cubic conduction-edge shift", 1e3*a_cond*cubic_tr, "meV")
show("soft-dot bulk modulus", K_dot_soft, "GPa")
show("soft-dot change of outside strain", 100*(e_t_soft/e_t - 1), "%")
print(f"equal-volume cuboid: {base:.1f} x {base:.1f} x {height:.2f} nm")
show("cuboid e_zz at d", 100*flat[2, 2], "%")
show("distant surface above dot centre", depth_far, "nm")
show("dilatation at d from distant surface", 100*deep_tr, "%", 3)
show("second-order volume change at dot edge", 100*volume_second, "%", 3)
show("maximum shear stress at dot edge", max_shear, "GPa", 3)
show("ratio to ideal strength mu/(2 pi)", ideal_ratio, digits=2)
print(f"thermal inputs: {d_alpha:.1e} /K difference, {d_temp:.0f} K cooling")
show("thermal misfit / eps0", 100*thermal_ratio, "%", 2)
show("split-off energy", Delta_so, "eV")
show("splitting with split-off coupling", 1e3*split_full, "meV")
print(f"piezo inputs e14, eps_r: {e14:.2f} C/m^2, {eps_r:.0f}")
show("piezo field scale at d on [111]", piezo_field/1e8, "MV/cm", 2)
show("piezo energy scale across R", 1e3*piezo_drop, "meV", 2)
show("light-hole mass", m_light, "electron masses")
show("confinement scale over d/3", 1e3*kinetic, "meV", 2)
show(f"thermal energy at {T_use:.0f} K", 1e3*thermal_energy, "meV", 3)
print("done: every assertion held")
```

Output:

```
INPUTS (rough, rounded)
dot radius R: 4 nm
distance d from dot centre: 10 nm
misfit eps0: 7 %
matrix C11, C12, C44: 120, 54, 60 GPa
deformation potentials b, a_c: -2.0, -7.0 eV
ISOTROPIC RESULT
Voigt K, mu: 76.0, 49.2 GPa
Poisson ratio nu: 0.2338
dot volume V: 268.1 nm^3
dilatation inside Lam: 11.27 %
tangential strain just outside dot: 3.757 %
radial strain just outside dot: -7.514 %
e_xx = e_yy at d: 0.2405 %
e_zz at d: -0.4809 %
total elastic energy: 1299 eV
energy fraction in matrix: 53.67 %
cuboid flux / (Lam V): 1
cuboid decay power, 50 to 100 nm: 2.98
hole-edge splitting at d: 28.85 meV
FREE SURFACE AT d ABOVE DOT CENTRE
surface factor 4(1-nu): 3.065
surface e_xx: 0.737 %
surface dilatation: 1.024 %
local in-plane misfit left: 6.263 %
NEGLECTED EFFECTS
cubic e_xx, e_zz at d: 0.2423, -0.2693 %
cubic dilatation at d: 0.2152 %
cubic conduction-edge shift: -15.07 meV
soft-dot bulk modulus: 58 GPa
soft-dot change of outside strain: -12.57 %
equal-volume cuboid: 10.0 x 10.0 x 2.68 nm
cuboid e_zz at d: -0.3201 %
distant surface above dot centre: 100 nm
dilatation at d from distant surface: 0.000149 %
second-order volume change at dot edge: -0.434 %
maximum shear stress at dot edge: 5.55 GPa
ratio to ideal strength mu/(2 pi): 0.71
thermal inputs: 1.0e-06 /K difference, 450 K cooling
thermal misfit / eps0: 0.64 %
split-off energy: 0.34 eV
splitting with split-off coupling: 30.02 meV
piezo inputs e14, eps_r: 0.16 C/m^2, 13
piezo field scale at d on [111]: 0.12 MV/cm
piezo energy scale across R: 46 meV
light-hole mass: 0.09 electron masses
confinement scale over d/3: 38 meV
thermal energy at 300 K: 25.9 meV
done: every assertion held
```
